**Yamaguchi's projection: two-electron identity and Hubbard dimer**

For two electrons, the singlet part of a broken-symmetry determinant lies below the high-spin determinant of the same orbitals by $2(E_{\rm HS}-E_{\rm BS})/(2-\langle S^2\rangle_{\rm BS}/\hbar^2)$. Here $E_{\rm BS}$ and $E_{\rm HS}$ are the energies of the two determinants. The program asserts this identity by explicit spin projection for a random spin-free Hamiltonian in four orbitals, and asserts that it fails in the sampled cases when a different, lower triplet is used. For the Hubbard dimer with hopping $t$ and repulsion $U$, it compares self-consistent unrestricted Hartree–Fock and Fock-space diagonalization with the closed formulas. It also asserts that the projected gap stays below the exact gap at every tabulated $U/t$, and that optimizing the orbitals after projection recovers the exact singlet. At $t=0.5$ eV and $U=4$ eV the output gives a projected gap of 0.2353 eV and an exact gap of 0.2361 eV. The output also shows both gaps approaching $4t^2/U$ at large $U$, and a jump in the slope of the projected gap near $U=2t$.

## Check in Python

```python
# Result under test: for two electrons, the singlet part of a broken-symmetry
# (BS) determinant lies below the high-spin (HS) determinant by
#     gap_Y = 2 (E_HS - E_BS) / (2 - <S^2>_BS),     S^2 in units of hbar^2,
# which is Yamaguchi's projection, with gap_Y = -2J.
# For the Hubbard dimer (hopping t, on-site repulsion U > 2t), UHF gives
#     gap_Y = 4 t^2 U / (U^2 + 4 t^2)  ->  4 t^2 / U  at large U.
# s is the overlap of the spin-up and spin-down orbitals.
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(7)


def yamaguchi_gap(e_hs, e_bs, s2_bs):
    return 2 * (e_hs - e_bs) / (2 - s2_bs)


# ---------- General identity: random spin-free Hamiltonian, four orbitals
n = 4
one = rng.normal(size=(n, n))
one = one + one.T
two = rng.normal(size=(n * n, n * n))
two = two + two.T
swap = np.zeros((n * n, n * n))
for i in range(n):
    for j in range(n):
        swap[i * n + j, j * n + i] = 1
H_pair = (np.kron(one, np.eye(n)) + np.kron(np.eye(n), one)
          + 0.5 * (two + swap @ two @ swap))
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
S2_pair = np.zeros((4, 4), complex)
for sigma in pauli:
    total = 0.5 * (np.kron(sigma, np.eye(2)) + np.kron(np.eye(2), sigma))
    S2_pair += total @ total
S2_pair = S2_pair.real
up, down = np.array([1.0, 0.0]), np.array([0.0, 1.0])


def pair_energy(psi):
    return np.sum(psi * (H_pair @ psi)) / np.sum(psi * psi)


lowest_triplet = np.linalg.eigvalsh(
    H_pair + 1000 * 0.5 * (np.eye(n * n) + swap))[0]
for trial in range(5):
    a = rng.normal(size=n)
    a /= np.linalg.norm(a)
    b = a + rng.normal(size=n)
    b /= np.linalg.norm(b)
    # rows: positions of electrons 1 and 2; columns: their spins
    bs = (np.outer(np.kron(a, b), np.kron(up, down))
          - np.outer(np.kron(b, a), np.kron(down, up))) / np.sqrt(2)
    hs = np.outer(np.kron(a, b) - np.kron(b, a), np.kron(up, up))
    s2 = np.sum(bs * (bs @ S2_pair))
    assert abs(s2 - (1 - (a @ b) ** 2)) < 1e-12
    singlet = bs @ (np.eye(4) - S2_pair / 2)
    projected = pair_energy(singlet)
    estimate = pair_energy(hs) - yamaguchi_gap(
        pair_energy(hs), pair_energy(bs), s2)
    assert abs(estimate - projected) < 1e-9
    # with another, lower triplet the identity is lost
    relaxed = lowest_triplet - yamaguchi_gap(
        lowest_triplet, pair_energy(bs), s2)
    assert relaxed > projected + 1e-6

# ---------- Hubbard dimer in the full 16-dimensional Fock space
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(k):
    out = np.eye(1)
    for m in range(4):
        out = np.kron(out, parity if m < k else lower if m == k else np.eye(2))
    return out


c = [annihilator(k) for k in range(4)]  # 1 up, 2 up, 1 down, 2 down
cd = [x.T for x in c]
num = [cd[k] @ c[k] for k in range(4)]
hop = cd[0] @ c[1] + cd[1] @ c[0] + cd[2] @ c[3] + cd[3] @ c[2]
double_occ = num[0] @ num[2] + num[1] @ num[3]
S_plus = cd[0] @ c[2] + cd[1] @ c[3]
S_z = 0.5 * (num[0] + num[1] - num[2] - num[3])
S2 = S_plus.T @ S_plus + S_z @ S_z + S_z
two_electrons = np.where(np.isclose(np.diag(sum(num)), 2))[0]
vacuum = np.zeros(16)
vacuum[0] = 1
HS_state = cd[0] @ cd[1] @ vacuum
P_singlet = np.eye(16) - S2 / 2  # valid for two electrons


def determinant(a, b):
    return (a[0] * cd[0] + a[1] * cd[1]) @ (
        (b[0] * cd[2] + b[1] * cd[3]) @ vacuum)


def mean(op, psi):
    return (np.vdot(psi, op @ psi) / np.vdot(psi, psi)).real


def solve(t, U):
    """Exact diagonalization, self-consistent UHF and explicit projection."""
    H = -t * hop + U * double_occ
    vals, vecs = np.linalg.eigh(H[np.ix_(two_electrons, two_electrons)])
    ground = np.zeros(16)
    ground[two_electrons] = vecs[:, 0]
    assert abs(mean(S2, ground)) < 1e-10
    e_hs = mean(H, HS_state)
    assert np.linalg.norm(H @ HS_state - e_hs * HS_state) < 1e-12
    dens_up, dens_dn = np.array([0.9, 0.1]), np.array([0.1, 0.9])
    for cycle in range(20000):
        hop_matrix = np.array([[0, -t], [-t, 0]])
        a = np.abs(np.linalg.eigh(hop_matrix + np.diag(U * dens_dn))[1][:, 0])
        b = np.abs(np.linalg.eigh(hop_matrix + np.diag(U * dens_up))[1][:, 0])
        change = np.max(np.abs(a**2 - dens_up)) + np.max(np.abs(b**2 - dens_dn))
        dens_up, dens_dn = a**2, b**2
        if change < 1e-14:
            break
    assert change < 1e-12
    bs = determinant(a, b)
    r = dict(H=H, e_s=vals[0], e_hs=e_hs, exact=e_hs - vals[0], s=a @ b,
             e_bs=mean(H, bs), s2=mean(S2, bs), bs=bs)
    r["raw"] = e_hs - r["e_bs"]
    r["yam"] = yamaguchi_gap(e_hs, r["e_bs"], r["s2"])
    r["e_proj"] = mean(H, P_singlet @ bs)
    return r


def projected_energy(theta, H):
    a = np.array([np.cos(theta), np.sin(theta)])
    return mean(H, P_singlet @ determinant(a, a[::-1]))


ratios = [1, 3, 4, 8, 16, 32]
table = []
for U in ratios:
    r = solve(1.0, U)
    table.append(r)
    s_formula = min(1.0, 2 / U)
    assert abs(r["s"] - s_formula) < 1e-10
    assert abs(r["e_bs"] - (-2 * s_formula + U * s_formula**2 / 2)) < 1e-10
    assert abs(r["s2"] - (1 - s_formula**2)) < 1e-10
    assert abs(r["exact"] - (np.sqrt(U**2 + 16) - U) / 2) < 1e-10
    gap_formula = 4 * U / (U**2 + 4) if U > 2 else 2 - U / 2
    assert abs(r["yam"] - gap_formula) < 1e-10
    assert abs((r["e_hs"] - r["e_proj"]) - gap_formula) < 1e-10
    assert r["yam"] < r["exact"]
    # energy surface over both orbital angles, and the global minimum
    best = np.inf
    for al in np.linspace(0, np.pi, 41):
        for be in np.linspace(0, np.pi, 41):
            val = mean(r["H"], determinant([np.cos(al), np.sin(al)],
                                           [np.cos(be), np.sin(be)]))
            p, q = np.sin(al + be), np.cos(al - be)
            assert abs(val - (-2 * p * q + U / 2 * (1 + q*q - p*p))) < 1e-10
            best = min(best, val)
    # the grid spacing limits how closely the minimum is met from above
    assert r["e_bs"] - 1e-10 < best < r["e_bs"] + 0.01 * U
    for trial in range(300):
        z = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
        assert mean(r["H"], determinant(z[0], z[1])) > r["e_bs"] - 1e-10
    # optimizing after projection recovers the exact singlet
    opt = minimize_scalar(projected_energy, bounds=(0, np.pi / 4),
                          args=(r["H"],), method="bounded",
                          options={"xatol": 1e-10})
    assert abs(opt.fun - r["e_s"]) < 1e-9

# ---------- Leading errors at large U (next terms are about 1 percent here)
big = 40.0
far = solve(1.0, big)
coef_yam = (far["exact"] - far["yam"]) * big**5
coef_double = (2 * far["raw"] - far["exact"]) * big**3
opt = minimize_scalar(projected_energy, bounds=(0, np.pi / 4),
                      args=(far["H"],), method="bounded",
                      options={"xatol": 1e-10})
coef_overlap = (far["s"] - np.sin(2 * opt.x)) * big**3
assert abs(coef_yam / 64 - 1) < 0.02
assert abs(coef_double / 16 - 1) < 0.02
assert abs(coef_overlap / 8 - 1) < 0.02
assert abs(far["exact"] * big / 4 - 1) < 0.01
assert abs(far["yam"] * big / 4 - 1) < 0.01

# ---------- Slopes of the gaps on the two sides of U = 2t
near = [solve(1.0, u) for u in (1.98, 1.99, 2.01, 2.02)]
slope_left = (near[1]["yam"] - near[0]["yam"]) / 0.01
slope_right = (near[3]["yam"] - near[2]["yam"]) / 0.01
exact_left = (near[1]["exact"] - near[0]["exact"]) / 0.01
exact_right = (near[3]["exact"] - near[2]["exact"]) / 0.01
assert abs(slope_left + 0.5) < 1e-6 and abs(slope_right) < 0.01
assert abs(exact_left - exact_right) < 0.01

# ---------- Worked example
t, U = 0.5, 4.0
w = solve(t, U)
best_angle = minimize_scalar(projected_energy, bounds=(0, np.pi / 4),
                             args=(w["H"],), method="bounded",
                             options={"xatol": 1e-10}).x
limit = 4 * t**2 / U
J = (w["e_bs"] - w["e_hs"]) / (mean(S2, HS_state) - w["s2"])
assert abs(-2 * J - (w["e_hs"] - w["e_proj"])) < 1e-10


def percent(x):
    return 100 * (x / w["exact"] - 1)


print("WORKED EXAMPLE")
print(f"hopping t = {t:.3f} eV")
print(f"repulsion U = {U:.3f} eV")
print(f"UHF orbital overlap s = {w['s']:.6f}")
print(f"best overlap after projection = {np.sin(2 * best_angle):.6f}")
print(f"<S^2> of BS = {w['s2']:.6f} hbar^2")
print(f"<S^2> of HS = {mean(S2, HS_state):.6f} hbar^2")
print(f"triplet weight in BS = {w['s2'] / 2:.6f}")
print(f"singlet weight in BS = {mean(P_singlet, w['bs']):.6f}")
print(f"E_BS = {w['e_bs']:.6f} eV")
print(f"E_HS = {abs(w['e_hs']):.6f} eV")
print(f"projected singlet energy = {w['e_proj']:.6f} eV")
print(f"exact singlet energy = {w['e_s']:.6f} eV")
print(f"Yamaguchi J = {J:.6f} eV")
print(f"raw gap E_HS - E_BS = {w['raw']:.6f} eV")
print(f"doubled raw gap = {2 * w['raw']:.6f} eV")
print(f"Yamaguchi gap = {w['yam']:.6f} eV")
print(f"exact gap = {w['exact']:.6f} eV")
print(f"limit 4t^2/U = {limit:.6f} eV")
print(f"Yamaguchi gap = {w['yam'] * elementary_charge:.5e} J")
print(f"exact gap = {w['exact'] * elementary_charge:.5e} J")
print(f"error of raw gap = {percent(w['raw']):.3f} percent")
print(f"error of doubled gap = {percent(2 * w['raw']):.3f} percent")
print(f"error of Yamaguchi gap = {percent(w['yam']):.3f} percent")
print("GAPS IN UNITS OF t: U/t, <S^2>/hbar^2, raw, Yamaguchi, exact, 4t/U")
for U_ratio, r in zip(ratios, table):
    print(f"{U_ratio:3d} {abs(r['s2']):.6f} {r['raw']:.6f} {r['yam']:.6f} "
          f"{r['exact']:.6f} {4 / U_ratio:.6f}")
print("LEADING ERRORS, MEASURED AT U/t = 40 (dimensionless)")
print(f"(exact - Yamaguchi) U^5/t^6 = {coef_yam:.3f}")
print(f"(doubled - exact) U^3/t^4 = {coef_double:.3f}")
print(f"(UHF - best overlap) U^3/t^3 = {coef_overlap:.3f}")
print("SLOPES d(gap)/dU NEAR U = 2t (dimensionless)")
print(f"Yamaguchi, U/t from 1.98 to 1.99: {slope_left:.4f}")
print(f"Yamaguchi, U/t from 2.01 to 2.02: {slope_right:.4f}")
print(f"exact, U/t from 1.98 to 1.99: {exact_left:.4f}")
print(f"exact, U/t from 2.01 to 2.02: {exact_right:.4f}")
print("all assertions hold")
```

It prints:

```
WORKED EXAMPLE
hopping t = 0.500 eV
repulsion U = 4.000 eV
UHF orbital overlap s = 0.250000
best overlap after projection = 0.236068
<S^2> of BS = 0.937500 hbar^2
<S^2> of HS = 2.000000 hbar^2
triplet weight in BS = 0.468750
singlet weight in BS = 0.531250
E_BS = -0.125000 eV
E_HS = 0.000000 eV
projected singlet energy = -0.235294 eV
exact singlet energy = -0.236068 eV
Yamaguchi J = -0.117647 eV
raw gap E_HS - E_BS = 0.125000 eV
doubled raw gap = 0.250000 eV
Yamaguchi gap = 0.235294 eV
exact gap = 0.236068 eV
limit 4t^2/U = 0.250000 eV
Yamaguchi gap = 3.76983e-20 J
exact gap = 3.78223e-20 J
error of raw gap = -47.049 percent
error of doubled gap = 5.902 percent
error of Yamaguchi gap = -0.328 percent
GAPS IN UNITS OF t: U/t, <S^2>/hbar^2, raw, Yamaguchi, exact, 4t/U
  1 0.000000 1.500000 1.500000 1.561553 4.000000
  3 0.555556 0.666667 0.923077 1.000000 1.333333
  4 0.750000 0.500000 0.800000 0.828427 1.000000
  8 0.937500 0.250000 0.470588 0.472136 0.500000
 16 0.984375 0.125000 0.246154 0.246211 0.250000
 32 0.996094 0.062500 0.124514 0.124515 0.125000
LEADING ERRORS, MEASURED AT U/t = 40 (dimensionless)
(exact - Yamaguchi) U^5/t^6 = 63.365
(doubled - exact) U^3/t^4 = 15.920
(UHF - best overlap) U^3/t^3 = 7.960
SLOPES d(gap)/dU NEAR U = 2t (dimensionless)
Yamaguchi, U/t from 1.98 to 1.99: -0.5000
Yamaguchi, U/t from 2.01 to 2.02: -0.0037
exact, U/t from 1.98 to 1.99: -0.2777
exact, U/t from 2.01 to 2.02: -0.2751
all assertions hold
```
